# Yamaguchi Spin Projection for Exchange Coupling in a Dinuclear Precursor Model

## Definitions and conventions

Two metal centres A and B carry local spins $\mathbf S_A$ and $\mathbf S_B$ of equal size $s$. The total spin is $\mathbf S=\mathbf S_A+\mathbf S_B$, and its largest quantum number is $S_m=2s$. Spins are in units of $\hbar$, the algebra is in atomic units, and numerical energies are in eV. The exchange coupling $J$ is defined by

$$H=E_0-2J\,\mathbf S_A\cdot\mathbf S_B , \tag{1}$$

so $J<0$ means antiferromagnetic coupling. Other conventions replace $-2J$ by $-J$ or $+J$, and values of $J$ can be compared only after conversion.

Two Slater determinants are used. In the high-spin (HS) determinant all $4s$ magnetic electrons have spin $\alpha$. In the broken-symmetry (BS) determinant the $2s$ magnetic electrons on A have spin $\alpha$ and those on B have spin $\beta$, so that $M=0$. The BS determinant is in general not an eigenfunction of $S^2$, and its energy is not that of the singlet. Spin projection corrects for this.

## The formula for a Heisenberg pair

Squaring the total spin, with $\mathbf S_A$ and $\mathbf S_B$ commuting, gives

$$S^2=S_A^2+S_B^2+2\,\mathbf S_A\cdot\mathbf S_B . \tag{2}$$

Assume that the local spins are pure, so that $S_A^2=S_B^2=s(s+1)$ in every state considered. Then $2\,\mathbf S_A\cdot\mathbf S_B=S^2-2s(s+1)$, and (1) becomes

$$H=C-J\,S^2,\qquad C=E_0+2Js(s+1). \tag{3}$$

Its eigenvalues form the Landé ladder

$$E(S)=C-J\,S(S+1). \tag{4}$$

Equation (3) is an operator identity, so its expectation value holds for any state of the pair, whether or not it has a definite total spin:

$$\langle H\rangle=C-J\langle S^2\rangle . \tag{5}$$

Writing (5) for the BS and HS states and subtracting removes $C$:

$$E_{BS}-E_{HS}=J\left(\langle S^2\rangle_{HS}-\langle S^2\rangle_{BS}\right).$$

Division gives the Yamaguchi formula,

$$J=\frac{E_{BS}-E_{HS}}{\langle S^2\rangle_{HS}-\langle S^2\rangle_{BS}} . \tag{6}$$

The denominator is positive, so a BS energy below the HS energy gives $J<0$. The same $C$ and $J$ yield the energy of the true singlet. From (4), $E(0)=C$, and (5) for the BS state gives

$$E(0)=E_{BS}+J\langle S^2\rangle_{BS}. \tag{7}$$

For antiferromagnetic coupling the singlet lies below the BS energy.

The derivation needs one Hamiltonian and one pair of pure local spins for both determinants. Electronic determinants meet these conditions only approximately. What (6) then means depends on how $\langle S^2\rangle$ and $E_{BS}$ are built.

## The squared spin of a determinant

Let a determinant $\Phi$ have $N_\alpha\ge N_\beta$ electrons, with orthonormal spatial orbitals $i$ for spin $\alpha$ and $j$ for spin $\beta$, and let $M=(N_\alpha-N_\beta)/2$. The product $S_-S_+=(S_x-iS_y)(S_x+iS_y)=S_x^2+S_y^2+i[S_x,S_y]$ equals $S_x^2+S_y^2-S_z$, because $[S_x,S_y]=iS_z$. Therefore

$$S^2=S_-S_++S_z(S_z+1). \tag{8}$$

The second term gives $M(M+1)$. The first is the squared norm of $S_+\Phi$. The operator $S_+$ turns each $\beta$ electron in turn into an $\alpha$ electron with the same spatial orbital $j$. The part of $j$ inside the occupied $\alpha$ space vanishes by the Pauli principle. The part outside has squared norm $1-\sum_i|\langle i|j\rangle|^2$. Terms with different $j$ are orthogonal, because they have different $\beta$ orbitals missing. Summing the squared norms,

$$\langle S^2\rangle=M(M+1)+N_\beta-\sum_{ij}|\langle i|j\rangle|^2 . \tag{9}$$

For the BS determinant $M=0$ and $N_\alpha=N_\beta$. A singular-value decomposition of the matrix $\langle i|j\rangle$ rotates the orbitals within each spin into pairs, each orbital overlapping only its partner, with overlap $\sigma_k$. The sum in (9) is then $\sum_k\sigma_k^2$, and

$$\langle S^2\rangle_{BS}=\sum_k(1-\sigma_k^2). \tag{10}$$

A closed-shell pair has $\sigma_k=1$ and contributes nothing. If all pairs except the $2s$ magnetic ones are closed and the HS determinant is spin-pure, the denominator of (6) is

$$S_m(S_m+1)-S_m+\sum_{k=1}^{2s}\sigma_k^2=S_m^2+\sum_{k=1}^{2s}\sigma_k^2 . \tag{11}$$

This has two limits. For $\sigma_k=0$ it is $S_m^2$, which defines the weak-overlap formula $J_{w}=(E_{BS}-E_{HS})/S_m^2$. For $\sigma_k=1$ it is $S_m(S_m+1)$, the strong-overlap formula $J_{s}$. Equation (6) passes from one to the other as the magnetic orbitals merge into bonds.

## What the formula gives without a Heisenberg Hamiltonian

At finite overlap the BS determinant contains ionic configurations, which lie outside the space of two local spins. A more general reading uses only the fact that the non-relativistic $H$ commutes with $S^2$. Decompose $\Phi_{BS}$ into normalized components of spin $S$ with weights $w_S$ and energies $E_S$. Matrix elements of $H$ between different $S$ vanish, so

$$E_{BS}=\sum_S w_SE_S,\qquad \langle S^2\rangle_{BS}=\sum_S w_S\,S(S+1). \tag{12}$$

Suppose that no spin above $S_m$ occurs, that the HS determinant is pure, and that the $S_m$ component of $\Phi_{BS}$ has the energy $E_{HS}$. Define

$$D_S=S_m(S_m+1)-S(S+1),\qquad J_S=\frac{E_S-E_{HS}}{D_S}\quad(S<S_m). \tag{13}$$

Since $\sum_Sw_S=1$, the numerator of (6) is $\sum_S w_S(E_S-E_{HS})$, in which the $S_m$ term vanishes. The denominator is $\sum_Sw_SD_S$, and $D_{S_m}=0$. Hence

$$J=\frac{\sum_{S<S_m}w_SD_SJ_S}{\sum_{S<S_m}w_SD_S}. \tag{14}$$

The formula returns a weighted mean of the couplings $J_S$ between each spin component and the HS state. If the components follow the Landé ladder, all $J_S$ are equal and the mean is that common value. If they do not, $J$ is an effective parameter that depends on the weights.

For two spins $5/2$ in the antiparallel product state, the weights of $S=0,\dots,5$ are 0.167, 0.357, 0.298, 0.139, 0.036 and 0.004. The singlet makes up one sixth of this state.

The condition on the $S_m$ component can fail because the two determinants are optimized separately. If this places all BS components higher by a common amount $\delta$ relative to $E_{HS}$, the numerator of (6) changes by $\delta$, and $J$ by $\delta$ divided by the denominator.

## Two electrons in two orbitals

Let the BS determinant place one $\alpha$ electron in orbital $a$ and one $\beta$ electron in orbital $b$, with overlap $\sigma$. Equation (10) gives $\langle S^2\rangle_{BS}=1-\sigma^2$. Only $S=0$ and $S=1$ occur, so $\langle S^2\rangle_{BS}=2w_1$ and

$$w_1=\tfrac12(1-\sigma^2),\qquad w_0=\tfrac12(1+\sigma^2). \tag{15}$$

Two orbitals allow one antisymmetric spatial function, so the triplet component has the HS energy $E_1$. The numerator of (6) is $w_0(E_0-E_1)$, and the denominator is $2-(1-\sigma^2)=1+\sigma^2=2w_0$. Therefore

$$J=\tfrac12(E_0-E_1) \tag{16}$$

for any overlap, where $E_0$ is the energy of the singlet projected out of the BS determinant. This singlet is a trial function in the two-orbital space, so $E_0$ is not below the lowest singlet of that space. The Yamaguchi $J$ is therefore not below the exact two-orbital value.

The size of the remaining error follows from the Hubbard dimer, with one orbital per site, hopping amplitude $-t$ ($t>0$) and on-site repulsion $U$. Take

$$a=\cos\varphi\,A+\sin\varphi\,B,\qquad b=\sin\varphi\,A+\cos\varphi\,B,\qquad \sigma=\sin2\varphi .$$

Each electron has hopping energy $-2t\sin\varphi\cos\varphi=-t\sigma$. On each site the two spin occupations are $\cos^2\varphi$ and $\sin^2\varphi$, with product $\sigma^2/4$. Two electrons and two sites give

$$E(\sigma)=-2t\sigma+\tfrac12U\sigma^2 . \tag{17}$$

The minimum is at $\sigma=2t/U$, provided $U>2t$, and there $E_{BS}=-2t^2/U$. The triplet has one electron on each site, and the Pauli principle blocks hopping, so $E_{HS}=0$. Equation (6) becomes

$$J=\frac{-2t^2/U}{1+4t^2/U^2}=-\frac{2t^2U}{U^2+4t^2}. \tag{18}$$

For the exact singlet, the covalent state (energy 0) couples to the symmetric ionic state (energy $U$) through the matrix element $-2t$. The lower root of $E(E-U)=4t^2$ is $E=\frac12(U-\sqrt{U^2+16t^2})$, so

$$J_{ex}=\tfrac14\left(U-\sqrt{U^2+16t^2}\right). \tag{19}$$

With $y=t^2/U^2$, expansion of (18) and (19) gives

$$J=U(-2y+8y^2-32y^3+\dots),\qquad J_{ex}=U(-2y+8y^2-64y^3+\dots). \tag{20}$$

They agree through order $t^4$, and $J-J_{ex}$ begins with $+32t^6/U^5$. The weak-overlap formula gives $-2Uy$ and already misses the $t^4$ term.

For $U=5$ eV and $t=0.5$ eV the overlap is 0.2 and $E_{BS}-E_{HS}=-0.100$ eV. Equation (6) gives $-0.100/1.04=-0.0962$ eV, against the exact $-0.0963$ eV. At $t=1.5$ eV and the same $U$, the overlap is 0.6 and (6) gives $-0.900/1.36=-0.662$ eV. The exact value is $-0.703$ eV, so the magnitude is 6% too small. The weak-overlap formula gives $-0.900$ eV, 28% too large in magnitude, and the strong-overlap formula $-0.450$ eV, 36% too small.

For $U\le2t$ the minimum of (17) within $\sigma\le1$ is at $\sigma=1$. The determinant is then a closed shell with $\langle S^2\rangle=0$, and (6) gives $J=-t+U/4$. At $U=0$ this equals $J_{ex}=-t$.

## Two orbitals per centre: impure local spins

With several magnetic electrons on a centre, the local spin can itself be excited. Take two orbitals per site, each hopping to its partner on the other site. Add a Hund term $-2K\,\mathbf s_1\cdot\mathbf s_2$ between the two orbitals of each site, so that $s=1$ at low energy. Use the mixing angle $\varphi$ for both orbital pairs.

The hopping and repulsion energies are twice those in (17). The determinant has no density-matrix element between orbitals 1 and 2 of a site, so $\langle\mathbf s_1\cdot\mathbf s_2\rangle$ reduces to the product of the mean $z$ components. Each is $\pm\frac12\cos2\varphi$, with the same sign on one site, and the product is $(1-\sigma^2)/4$. Two sites give a Hund energy $-K(1-\sigma^2)$, against $-K$ in the HS state. Thus

$$E_{BS}-E_{HS}=\min_\sigma\left[-4t\sigma+(U+K)\sigma^2\right]=-\frac{4t^2}{U+K},\qquad\sigma=\frac{2t}{U+K}. \tag{21}$$

By (11) the denominator is $4+2\sigma^2$. For $U=5$, $K=0.5$ and $t=0.5$ eV, $\sigma=0.182$ and $J=-0.1818/4.066=-0.0447$ eV.

The exact levels no longer define a single coupling. The ladder (4) gives $J=-0.0440$ eV from the $S=2,1$ levels, $-0.0515$ eV from $S=1,0$ and $-0.0465$ eV from $S=2,0$. Three levels can be represented by adding a biquadratic term $j(\mathbf S_A\cdot\mathbf S_B)^2$ to (1). For $S=2,1,0$ the scalar product is $1,-1,-2$ and its square is $1,1,4$. The $S=2,1$ spacing therefore contains $J$ alone, while $(E_0-E_1)/2=J+3j/2$. This gives $j=\frac23(-0.0515+0.0440)\approx-0.005$ eV, about a tenth of $J$. Excitation of the local spin supplies only part of this term. Raising $K$ to 2 eV at fixed $U+K$ cuts the weight of the local singlet on a site from 0.005 to 0.0003, but $j$ is still $-0.003$ eV, while the ionic admixture stays almost unchanged.

Relative to the $S=2,0$ value, the Yamaguchi result is in error by 3.9%. The weak-overlap value, $-0.0455$ eV, is closer to this reference. Relative to the $S=2,1$ value, $-0.0440$ eV, the Yamaguchi result is the closer one. When the exact levels define no single $J$, the ranking of the two formulas depends on which levels are compared. At fixed $U$ and $K$ the Yamaguchi error against the $S=2,0$ value falls to 0.7% at $t=0.2$ eV and 0.2% at $t=0.1$ eV, roughly as $t^2$. The weak-overlap error falls likewise, to 0.5% and 0.1%.

## A manganese amide dimer

Manganese(II) bis(trimethylsilyl)amide is a precursor for atomic layer deposition. Its crystal contains dimers in which two amide groups bridge the metal atoms. The model Mn$_2$(NH$_2$)$_4$ keeps this Mn$_2$N$_4$ core and replaces each trimethylsilyl group by hydrogen. Each Mn(II) ion is $d^5$ with $s=5/2$, so $S_m=5$.

The geometry is rounded and unrelaxed: Mn–Mn 2.85 Å, Mn–N 2.15 Å in the bridge and 2.00 Å at the ends, N–H 1.02 Å, and H–N–H angle 108°. The level is unrestricted Hartree–Fock (UHF), with the LANL2DZ core potential and basis on Mn and 6-31G on N and H.

The two determinants give

$$E_{HS}=-11672.97544\ \text{eV},\qquad E_{BS}=-11673.04506\ \text{eV},$$

with $\langle S^2\rangle_{HS}=30.017$ and $\langle S^2\rangle_{BS}=5.013$. The Mn atoms carry 4.98 and 4.98 unpaired electrons in the HS state, and 5.00 and $-5.00$ in the BS state, as expected for two $d^5$ ions. The determinants were not examined for stability against further orbital rotation. Equation (6) gives

$$J=\frac{-0.0696\ \text{eV}}{30.017-5.013}=-0.00278\ \text{eV}\quad(-32\ \text{K}). \tag{22}$$

This value is not converged in the basis: adding d functions on N (6-31G*) changes it to $-0.00289$ eV, a shift of 4%. The five magnetic overlaps lie between 0.004 and 0.078. By (10) these pairs contribute 4.992 to $\langle S^2\rangle_{BS}$, and the remaining 0.020 comes from spin polarization of the other pairs. The denominator is 25.005, so the weak-overlap formula gives the same $J$ to the digits in (22). The strong-overlap formula gives $-0.00232$ eV, 17% smaller in magnitude. This is the weak-overlap regime.

The projection still matters for the energy. By (7) the singlet lies $0.00278\times5.013=0.014$ eV below the BS determinant. If $E_{BS}$ were taken for the singlet energy and $J$ read from the full ladder, the result would be the strong-overlap value.

The electronic-structure level changes $J$ far more than the choice between (6) and the weak-overlap formula. PBE0 differs from UHF in its treatment of both exchange and correlation, so the two effects are not separated here. PBE0 energies evaluated on the two UHF densities, with the UHF values of $\langle S^2\rangle$, give $J=-0.00466$ eV ($-54$ K), 1.68 times the UHF value. The values of $J$ from the two integration grids used differ by about $10^{-6}$ eV. This figure leaves out the change of the densities and overlaps, which is not small. Self-consistent PBE0, on a coarser grid that reproduces the value above, gives $\langle S^2\rangle_{BS}=4.97$ and $J\approx-0.0072$ eV, about 2.6 times the UHF value.

The magnetic dipole interaction is small by comparison. For point dipoles at the Mn–Mn distance its prefactor is $9.3\times10^{-6}$ eV, 0.2% of $2|J|$ at the UHF level.

At temperature $T$ the ladder (4) has populations proportional to $(2S+1)\exp[JS(S+1)/k_BT]$. At a rough source temperature of 373 K, $k_BT=0.032$ eV, while the UHF ladder spans $30|J|=0.084$ eV. The singlet then holds 9% of the dimers, and $S=2$, with 26%, is the most populated level. With $g=2$ the effective moment $g\sqrt{\langle S^2\rangle}$, in which $\langle S^2\rangle$ is now the thermal mean, is 6.2 Bohr magnetons per dimer. At the same temperature the PBE0 coupling on UHF densities gives 5.05, the self-consistent one about 4.1, and uncoupled spins would give $2\sqrt{17.5}=8.4$. The difference between the two electronic-structure levels would thus be visible in the magnetic moment.

One computed number is not credible. The output lists 15.3 eV for splitting the dimer into two unrelaxed linear monomers with both Mn–N bonds at 2.00 Å, whereas a few eV would be a rough expectation for opening an amide bridge. The monomer determinant behind it is an excited UHF solution. Started from superposed atomic densities, the same monomer calculation reaches a solution 6.6 eV lower, with five unpaired electrons on Mn, and the splitting falls to 2.2 eV. The listed 15.3 eV is thus an artefact of the starting guess. Even the lower value refers to an assumed linear monomer geometry at the UHF level. Bent fragments frozen at the dimer geometry give 3.9 eV instead. No conclusion about dimer stability is drawn from either number.

For the real precursor, the coupling applies to intact dimers, as in the crystal. The vapour consists mainly of monomers, for which $J$ has no meaning, so the thermal moments above do not describe the gas that reaches the substrate. The model also leaves out the electronic and steric effects of the silyl groups, relaxation of the bridge and single-ion anisotropy. None of these was sized, and the basis-set error was probed only by the one change on N. UHF and PBE0 agree on the sign of $J$ and on its order of magnitude, but they span $-0.003$ to $-0.007$ eV.

## Calculated quantities

```
Hubbard dimer: U = 5.0 eV
 t = 0.5 eV: overlap 0.200, <S2>_BS 0.960, E_BS-E_HS -0.10000 eV
  J exact -0.09629, Yamaguchi -0.09615 eV
  J weak -0.10000, strong -0.05000 eV
 t = 1.5 eV: overlap 0.600, <S2>_BS 0.640, E_BS-E_HS -0.90000 eV
  J exact -0.70256, Yamaguchi -0.66176 eV
  J weak -0.90000, strong -0.45000 eV
Spin-1 pair: U = 5.0, K = 0.5, t = 0.5 eV
 exact J from S=2,1 levels -0.04404 eV
 exact J from S=1,0 levels -0.05147 eV
 exact J from S=2,0 levels -0.04652 eV
 J Yamaguchi -0.04472, weak -0.04545 eV
 relative error of J at t = 0.1, 0.2, 0.5 eV: 0.0019, 0.0073, 0.0388
Spin-5/2 pair, weights of S=0..5 in the antiparallel state:
 0.1667, 0.3571, 0.2976, 0.1389, 0.0357, 0.0040
Mn2(NH2)4, UHF, 96 basis functions, 66 electrons outside the Mn cores
 Mn-Mn 2.85, Mn-N bridge 2.15, terminal 2.00, N-H 1.02 angstrom
 H-N-H angle 108 degrees
 E_HS -11672.97544 eV
 E_BS -11673.04506 eV
 E_BS-E_HS -0.06962 eV
 <S2>_HS 30.0171, <S2>_BS 5.0125
 unpaired electrons on Mn, HS: 4.979, 4.979
 unpaired electrons on Mn, BS: 4.996, -4.996
 magnetic overlaps: 0.0036, 0.0085, 0.0261, 0.0305, 0.0776
 <S2>_BS from magnetic pairs 4.9923, from other pairs 0.0203
 J Yamaguchi -0.002784 eV = -32.31 K
 J weak -0.002785, strong -0.002321 eV
 projected S=0 energy minus E_BS -0.01396 eV
PBE0 energies on UHF densities:
 J grid 1 -0.004665, grid 2 -0.004664 eV
 J grid 2 in kelvin -54.12 K
 ratio to UHF J 1.68
UHF energy to split into rigid monomers 15.313 eV
Point-dipole prefactor 9.28e-06 eV, over 2|J| UHF 0.0017
Source temperature 373 K, kT 0.03214 eV
 UHF: populations S=0..5 0.088, 0.222, 0.261, 0.218, 0.140, 0.072
  moment per dimer 6.188 Bohr magnetons
 PBE0: populations S=0..5 0.139, 0.312, 0.291, 0.170, 0.069, 0.020
  moment per dimer 5.050 Bohr magnetons
 moment without coupling 8.367 Bohr magnetons
```
